# Heavy-Hole Exchange and Electron Spin Flips: The Bir–Aronov–Pikus Rate

Q: An electron passes through a gas of holes and its spin relaxes. What interaction do you assume, and between which states?

A: A contact exchange between the electron spin $\mathbf S$ (spin 1/2) and the hole spin $\mathbf J$ (spin 3/2), both dimensionless:

$$H=A\,\mathbf S\cdot\mathbf J\,\delta(\mathbf r_e-\mathbf r_h).$$

$A$ is an energy times a volume. The bands are isotropic and parabolic, with electron mass $m$ and heavy-hole mass $m_h\gg m$. The holes are free and unpolarized. Long-range exchange is left out. For now both particles are plane waves in a volume $V$, with wave vectors $\mathbf k$ (electron) and $\mathbf p$ (hole). The orbital matrix element is

$$\frac1{V^2}\int d^3r\,e^{i(\mathbf k+\mathbf p-\mathbf k'-\mathbf p')\cdot\mathbf r}=\frac1V\,\delta_{\mathbf k+\mathbf p,\,\mathbf k'+\mathbf p'} .$$

It does not depend on momentum transfer, because the interaction has no range.

Q: Which part of $\mathbf S\cdot\mathbf J$ flips the electron?

A: Write $\mathbf S\cdot\mathbf J=S_zJ_z+\tfrac12(S_+J_-+S_-J_+)$. Since $\langle\downarrow|S_-|\uparrow\rangle=1$, the flip from up to down has amplitude $(A/2V)\langle\mathbf p'\lambda'|J_+|\mathbf p\lambda\rangle$, where $\lambda=\pm3/2$ labels the heavy-hole state. The golden rule gives

$$w=\frac{2\pi}{\hbar}\frac{A^2}{4V^2}\sum_{\mathbf p\lambda}\sum_{\mathbf k'\lambda'}f_p(1-f_{p'})\,\big|\langle\mathbf p'\lambda'|J_+|\mathbf p\lambda\rangle\big|^2\,\delta(E_f-E_i).$$

Here $f_p$ is the occupation of one hole state, and $\mathbf p'=\mathbf p+\mathbf k-\mathbf k'$.

Q: $J_+$ raises the hole spin by one unit, but heavy holes have only $+3/2$ and $-3/2$. The matrix element should vanish.

A: It would if the hole were quantized along the electron's spin axis. In a bulk valence band the heavy-hole states are eigenstates of $\mathbf J\cdot\mathbf n$, with $\mathbf n=\mathbf p/p$. Components of $\mathbf J$ perpendicular to $\mathbf n$ change $\mathbf J\cdot\mathbf n$ by one, and so cannot connect states that differ by three or by zero. With $P$ the projector on the doublet,

$$P\,\mathbf J\,P=\mathbf n\,(\mathbf J\cdot\mathbf n)\,P .$$

Hence $J_+=J_x+iJ_y$ becomes $(n_x+in_y)\lambda$, which is diagonal in $\lambda$. The hole does not flip. The electron sees an effective field along $\pm\mathbf n$, and that field turns its spin whenever $\mathbf n$ is tilted from the $z$ axis.

Q: Then where does the angular momentum go?

A: Into the hole's orbital motion. The valence-band kinetic energy contains $(\mathbf J\cdot\mathbf p)^2$, which conserves $\mathbf J$ plus orbital angular momentum but not $\mathbf J$ alone. This coupling keeps the hole in its doublet while the electron flips.

Q: You used one direction $\mathbf n$ for the initial and the final hole. The hole recoils.

A: It recoils little. Thermal wave vectors scale as $p\sim\sqrt{3m_hk_BT}/\hbar$ and $k\sim\sqrt{3mk_BT}/\hbar$, so the hole turns by an angle of order $\sqrt{m/m_h}$. With $\mathbf q=\mathbf k-\mathbf k'$, its energy changes by

$$\frac{\hbar^2}{2m_h}\left(2\,\mathbf p\cdot\mathbf q+q^2\right).$$

The first term is of order $k_BT\sqrt{m/m_h}$ and averages to zero over hole directions; the second is of order $k_BT\,m/m_h$. To leading order $\mathbf n'=\mathbf n$, $f_{p'}=f_p$, and the electron scatters elastically.

The same limit closes conversion into light holes. At nearly fixed $\mathbf p$, a light hole of mass $m_l$ would need an energy larger by the factor $m_h/m_l$. If the electron took up the momentum instead, it would need a similarly large energy.

Q: Carry out the sums, and keep the factors visible.

A: There are three.

Spin. For either $\lambda$, $|\langle\lambda|J_+|\lambda\rangle|^2=\tfrac94\sin^2\theta$, where $\theta$ is the angle between $\mathbf n$ and $z$. Hole directions are isotropic, so $\langle\sin^2\theta\rangle=2/3$. Including the $1/4$ from the flip amplitude,

$$\frac14\cdot\frac94\cdot\frac23=\frac38 .$$

Final electron states. Momentum conservation fixes $\mathbf p'$, which leaves the sum over $\mathbf k'$. The delta function contributes $1/|dE/dk'|=m/(\hbar^2k)$:

$$\frac1V\sum_{\mathbf k'}\delta(E_{k'}-E_k)=\frac{4\pi k^2}{(2\pi)^3}\,\frac{m}{\hbar^2k}=\frac{mk}{2\pi^2\hbar^2}=\frac{m^2v}{2\pi^2\hbar^3},$$

where $v=\hbar k/m$.

Holes. When $f\ll1$ the blocking factor is one, and $V^{-1}\sum_{\mathbf p\lambda}f_p=N$, the free heavy-hole density.

The product is

$$w=\frac{2\pi}{\hbar}A^2\cdot\frac38\cdot N\cdot\frac{m^2v}{2\pi^2\hbar^3}=\frac{3}{8\pi}\left(\frac{mA}{\hbar^2}\right)^2N\,v .$$

This is the Born rate in the static-hole limit, and it is proportional to $Nv$. The density counts independent scatterers. The speed comes from the number of final states. Equivalently, the flip cross-section does not depend on energy, and the electron meets a flux $Nv$.

Q: Is $w$ the spin relaxation rate?

A: It is half of it. With unpolarized holes, up-to-down and down-to-up flips have equal rates:

$$\dot n_\uparrow=-wn_\uparrow+wn_\downarrow,\qquad \dot n_\downarrow=wn_\uparrow-wn_\downarrow .$$

Subtracting gives $d(n_\uparrow-n_\downarrow)/dt=-2w(n_\uparrow-n_\downarrow)$. Therefore

$$\frac1{\tau_s}=2w=N\,v\,\sigma_s,\qquad \sigma_s=\frac{3}{4\pi}\left(\frac{mA}{\hbar^2}\right)^2 .$$

Q: The electron also scatters from the hole's charge. Amplitudes add before they are squared, so interference might change this.

A: Replace $A\,\mathbf S\cdot\mathbf J$ by $U+A\,\mathbf S\cdot\mathbf J$, with $U$ independent of spin. $U$ has no matrix element between up and down, so at this order the flip probability is unchanged. For a general spin direction the collision term contains products of $U$ with one power of $\mathbf J$. Those vanish for unpolarized holes, because the trace of $P\mathbf JP$ is $\mathbf n(\tfrac32-\tfrac32)=0$. Applying the second-order collision map to explicit $8\times8$ matrices, averaged over hole directions, gave a polarization decay factor of 0.750 both for $U=0$ and for $U=0.7A$. That is twice $3/8$. What the charge does to the orbital wave functions is a separate matter, and a larger one.

Q: First tell me whether the Born approximation is safe. A delta potential in three dimensions is ill-defined beyond first order.

A: So give it a small range. For a hole along $\mathbf n$, the electron spin components along $\pm\mathbf n$ feel potentials of opposite sign and integrated strength $3A/4$. Their Born amplitudes have magnitude

$$|f|=\frac{m}{2\pi\hbar^2}\,\frac{3A}{4}=\frac{3}{8\pi}\,\frac{mA}{\hbar^2},$$

and the flip amplitude is half their difference times $\sin\theta$. The flip cross-section is thus $4\pi|f|^2\cdot\tfrac23=\tfrac{3}{8\pi}(mA/\hbar^2)^2$, or $\sigma_s/2$, in agreement with the golden rule.

I also used the exact s-wave phase shifts of a square well. With one tenth of the example's coupling below and a radius of 0.1 nm, the ratios to Born at 0.3, 1 and 2 mean electron speeds were 1.0001, 0.9999 and 0.9992. The fitted exponent of rate against speed was 0.9995. At the full coupling, with a radius of 0.5 nm, the s-wave cross-section at the mean speed lay 0.5% below the Born value.

Q: How would anyone know $A$?

A: From the exchange splitting $\Delta$ of the exciton, if short-range exchange causes it. For total spin $F$,

$$\mathbf S\cdot\mathbf J=\tfrac12\left[F(F+1)-\tfrac34-\tfrac{15}{4}\right],$$

which is $3/4$ for $F=2$ and $-5/4$ for $F=1$. The difference is 2. In a 1s exciton of radius $a$ the density at contact is $1/(\pi a^3)$. With an isotropic envelope common to all four hole components,

$$\Delta=\frac{2A}{\pi a^3},\qquad A=\frac{\pi a^3\Delta}{2}.$$

Here $\Delta$ is the size of the splitting, so this gives the size of $A$. Its sign depends on which level lies higher and does not enter the rate, which contains $A^2$. Inserting this,

$$\frac1{\tau_s}=\frac{3}{4\pi}\,\frac{\pi^2a^6\Delta^2}{4}\,\frac{m^2}{\hbar^4}Nv=\frac{3\pi}{16}\,\frac{\Delta^2a^6m^2}{\hbar^4}\,Nv .$$

The sixth power of $a$ makes this calibration sensitive.

Q: Electrons in a device have a spread of speeds. Which $v$ goes in?

A: If electrons exchange energy much faster than they lose spin, the rate is averaged over the Maxwell distribution. The rate is linear in $v$, so the average needs only the mean speed. With $x=v\sqrt{m/k_BT}$,

$$\bar v=\sqrt{\frac{k_BT}{m}}\;\frac{\int_0^\infty x^3e^{-x^2/2}dx}{\int_0^\infty x^2e^{-x^2/2}dx}=\sqrt{\frac{k_BT}{m}}\;\frac{2}{\sqrt{\pi/2}}=\sqrt{\frac{8k_BT}{\pi m}} .$$

In this plane-wave model the thermal rate therefore grows as $N\sqrt T$.

Q: Put numbers in.

A: Take a moderately doped p-type direct-gap III–V semiconductor at 300 K, with rough typical parameters: $m=0.07$, $m_h=0.5$ and $m_l=0.08$ free-electron masses, relative permittivity 12.5, $\Delta=0.05$ meV, and $N=10^{17}$ cm$^{-3}$. With the hole treated as static, the exciton radius is $a=9.45$ nm. Then

$$A=\frac\pi2(9.45\ \text{nm})^3(5\times10^{-5}\ \text{eV})=0.0663\ \text{eV nm}^3,$$

and $mA/\hbar^2=0.0609$ nm. The cross-section is

$$\sigma_s=\frac{3}{4\pi}(0.0609\ \text{nm})^2=8.85\times10^{-4}\ \text{nm}^2=8.85\times10^{-18}\ \text{cm}^2 .$$

The mean electron speed is $4.07\times10^7$ cm/s, so

$$\frac1{\tau_s}=10^{17}\times4.07\times10^{7}\times8.85\times10^{-18}\ \text{s}^{-1}=3.6\times10^7\ \text{s}^{-1}.$$

The one-way flip rate is $w=1.8\times10^7$ s$^{-1}$, and the plane-wave spin lifetime is 28 ns.

Q: Your mass ratio is only about seven. How good is the static hole?

A: Restore the recoil. In the center-of-mass frame, a collision between heavy-hole states keeps the relative speed $v_r$. The density of final states is that of the reduced mass $\mu=mm_h/(m+m_h)$, so $m^2v$ becomes $\mu^2v_r$.

The spin factor also changes, because the hole turns. Let $c=\mathbf n\cdot\mathbf n'$ and

$$F(c)=\sum_i\mathrm{Tr}\,[P(\mathbf n')J_iP(\mathbf n)J_i].$$

The projector $P(\mathbf n')=\tfrac12[(\mathbf J\cdot\mathbf n')^2-\tfrac14]$ is even and quadratic in $\mathbf n'$ (its constant can be multiplied by $n'^2=1$), so $F=\alpha+\beta c^2$. At $c=1$ the earlier projection gives $F=2\cdot\tfrac94=\tfrac92$. Averaged over $\mathbf n'$, $P(\mathbf n')$ is half the unit matrix, so $F$ averages to $\tfrac12\mathrm{Tr}[P\,J^2]=\tfrac12\cdot2\cdot\tfrac{15}4=\tfrac{15}4$. From $\alpha+\beta=\tfrac92$ and $\alpha+\beta/3=\tfrac{15}4$ follow $\beta=\tfrac98$ and $\alpha=\tfrac{27}8$. Relative to the static formula, after averaging over collision orientations,

$$\frac{w}{w_{\rm static}}=\frac{\mu^2}{m^2}\left\langle\frac{v_r}{v}\,\frac{3+c^2}{4}\right\rangle .$$

Sampling thermal holes and final directions at the mean electron speed gives 0.76. The mass factor alone is $(0.5/0.57)^2=0.77$, so the other two effects nearly cancel. Conversion to light holes adds 0.04 in the same units. With $m_h=1000m$ the heavy-hole ratio is 0.998 and the light-hole part is $2\times10^{-5}$, as the static limit requires.

Q: And if the electron is slow?

A: Then $v_r$ does not vanish with $v$: a resting electron is still hit by moving holes. In the plane-wave model the flip rate levels off instead of going to zero. At 0.2 of the mean electron speed, which is below the mean heavy-hole speed of $1.5\times10^7$ cm/s, the heavy-hole rate is already 1.6 times the static formula at that same speed. Proportionality to electron speed therefore requires $v$ well above the hole thermal speed.

Q: What spoils proportionality to $N$?

A: Pauli blocking. In the quasi-elastic limit the hole sum contains $f(1-f)=k_BT\,\partial f/\partial\mu_h$, where $\mu_h$ is the hole chemical potential. Hence $N$ is replaced by $k_BT\,\partial N/\partial\mu_h$. Let $z=e^{\mu_h/k_BT}$, and let $N_v$ be the effective density of states, here $8.9\times10^{18}$ cm$^{-3}$. For small $z$,

$$N\simeq N_v\left(z-\frac{z^2}{2^{3/2}}\right),\qquad \frac{k_BT}{N}\frac{\partial N}{\partial\mu_h}\simeq1-\frac{N}{2^{3/2}N_v}.$$

At $10^{17}$ cm$^{-3}$ the correction is 0.4%. At $10^{19}$ cm$^{-3}$ and the same temperature, the full Fermi integrals leave only 72% of the holes active.

In the strongly degenerate limit $N\propto E_F^{3/2}$, with $E_F$ the hole Fermi energy. The active density is then $\tfrac32Nk_BT/E_F$, which grows as $TN^{1/3}$. This form still assumes that the hole energy transfer is small compared with $k_BT$.

Q: You postponed the charge. Electron and hole attract, so they should be found together more often than plane waves allow.

A: Yes, and in this example that is the largest correction I have sized. Keep first order in $A$ but use Coulomb scattering states. The contact matrix element becomes a product of the initial and final wave functions at the hole. If $C$ is the contact density relative to a plane wave, the elastic flip rate is multiplied by $C^2$.

For an unscreened static charge, put $\eta=1/(ka)$. The scattering state is a constant times $e^{i\mathbf k\cdot\mathbf r}M(i\eta,1,i\zeta)$, with $M$ the confluent hypergeometric function and $\zeta=kr-\mathbf k\cdot\mathbf r$. At the origin $M=1$. Far away its incident part is $(-i\zeta)^{-i\eta}/\Gamma(1-i\eta)$, of modulus $e^{-\pi\eta/2}/|\Gamma(1-i\eta)|$. Normalizing that part to one gives

$$C=e^{\pi\eta}|\Gamma(1-i\eta)|^2=e^{\pi\eta}\frac{\pi\eta}{\sinh\pi\eta}=\frac{x}{1-e^{-x}},\qquad x=\frac{2\pi}{ka}.$$

At the mean speed $k=0.246$ nm$^{-1}$, so $x=2.70$, $C=2.90$ and $C^2=8.4$.

Q: Surely the other holes screen the attraction.

A: Less than one might expect. The Debye length from the holes is 13.4 nm, longer than $a$. Integrating the radial equation with that screening gives $C=2.82$ and $C^2=7.9$. A sphere of that radius holds only about one hole, so Debye screening is a rough model here. The result is not very sensitive to it: half the screening length gives $C^2=7.3$. For a static hole, the lifetime at the mean speed falls from 28 ns to 3.5 ns; averaging $C^2v$ over the Maxwell distribution gives 2.8 ns. Recoil works the other way: with $C$ taken at the relative speed, the unscreened heavy-hole factor at the mean speed is about 6 instead of 8.4.

Q: Then $C$ depends on speed. Does the law you derived survive in your own example?

A: The speed part does not. The rate now varies as $C^2v$. For the unscreened charge, where $x\propto1/v$,

$$\frac{d\ln(C^2v)}{d\ln v}=1-2\,\frac{d\ln C}{d\ln x}=\frac{2x}{e^x-1}-1 .$$

For fast electrons $x\to0$, the exponent tends to $+1$, and the linear law returns. For slow electrons $x\gg1$, and the result for a static, unscreened charge tends to $1/v$. With screening the $1/v$ law fails there: $C$ tends to a finite value as $v\to0$, except when the screened potential is just about to bind a state. The first such threshold lies at a screening length of $0.84a$, or $N\simeq2.8\times10^{17}$ cm$^{-3}$ here, where $C$ grows as $1/k^2$. The exponent changes sign at $x\simeq1.26$, about 2.2 times the mean speed here. At the mean speed the formula gives $-0.61$; the screened calculation gives $-0.60$. So near the mean speed the flip rate decreases as the electron speeds up.

The density part fares better. Removing the screening altogether raises the rate by only 6%, so at this temperature and speed, lowering $N$ from $10^{17}$ cm$^{-3}$ changes $C^2$ little. Below $10^{17}$ cm$^{-3}$ the rate stays nearly proportional to $N$, also after the Maxwell average. Above it the Debye model no longer gives proportionality: slow electrons are strongly enhanced near $2.8\times10^{17}$ cm$^{-3}$, and by $10^{18}$ cm$^{-3}$ the averaged enhancement has fallen from about 10 to about 7.

Q: How far should I trust 3.5 ns for a real p-type layer?

A: Only as an order of magnitude: from a few tenths of a nanosecond to a few nanoseconds, for this mechanism alone. The parameters are in the usual range for such semiconductors, but none belongs to a particular compound. The plane wave costs a factor of about eight in the rate at the mean speed. The calibration matters as much. Using the heavy-hole reduced mass in the exciton radius multiplies the rate by $(1+m/m_h)^6=2.2$, but an exciton built from all four hole components also feels the light mass. An isotropic envelope with the mean inverse mass $\tfrac12(1/m_h+1/m_l)$ gives a factor of about 12, and including the d-wave admixture of the spherical four-band exciton lowers it to about 8. At fixed $\Delta$ that would bring 3.5 ns down to about 0.4 ns. The rate also scales as $\Delta^2$, so doubling the splitting at fixed $a$ shortens the lifetime fourfold. Light holes, 6% as numerous as heavy holes at these masses, are omitted as initial scatterers. In the plane-wave model at the mean speed they would add roughly a tenth to the heavy-hole rate, more than their number suggests, because a light hole can also turn into a heavy one. Long-range exchange and band warping are not sized. A real layer also has other spin relaxation channels. In a zincblende III–V compound at 300 K and $10^{17}$ cm$^{-3}$, precession in the spin-orbit field of the conduction band (the D'yakonov–Perel' mechanism) is estimated at tens to hundreds of picoseconds, so exchange with holes is probably not the limiting process in this example.

For design, halving the free-hole density roughly doubles the lifetime set by this mechanism alone, provided that temperature is fixed, the holes stay nondegenerate and screening remains weak. The total lifetime follows only if this mechanism dominates. The $N$ in this formula is the density of free holes, not of acceptors. Holes bound to acceptors also exchange spin with the electron, but they are not included here. The numerical output below gives the values to more digits than the model deserves.

## Table of computed values

```
electron, heavy-hole, light-hole mass: 0.07, 0.5, 0.08 m0
relative permittivity: 12.5
temperature: 300 K, kT = 25.85 meV
exciton exchange splitting: 0.050 meV
free heavy-hole density N: 1.00e+17 cm^-3
exciton radius a (static hole): 9.450 nm
exchange constant A: 0.06627 eV nm^3
length m A/hbar^2: 0.06088 nm
spin cross-section sigma_s: 8.8483e-04 nm^2
mean electron speed: 4.0670e+07 cm/s
electron wave number at mean speed: 0.2459 nm^-1
one-way flip rate w: 1.7993e+07 s^-1
spin relaxation rate 1/tau_s: 3.5986e+07 s^-1
spin lifetime tau_s: 27.788 ns
spin flip factor from matrices: 0.375000
polarization decay factor, U=0 and U=0.7: 0.750000, 0.750000
weak-well exact/Born at 0.3, 1, 2 mean speeds: 1.00013, 0.99991, 0.99919
speed exponent from exact phase shifts: 0.99954
exact/Born, example coupling, 0.5 nm well: 0.9946
two-body/static, m_h = 1000 m, heavy final: 0.9976
two-body/static, m_h = 1000 m, light final: 2.20e-05
two-body/static, example, heavy final: 0.760
two-body/static, example, light final: 0.044
two-body/static, 0.2 mean speed, heavy final: 1.596
mean heavy-hole speed: 1.522e+07 cm/s
light/heavy hole population ratio: 0.064
heavy-hole effective density of states: 8.872e+18 cm^-3
active hole fraction at 1e15 cm^-3: 0.99996
active hole fraction at example density: 0.99603
active hole fraction at 1e19 cm^-3: 0.721
Debye screening length (holes only): 13.36 nm
contact density, unscreened Coulomb: 2.898
contact density, screened: 2.816
rate factor, unscreened Coulomb: 8.40
rate factor, screened: 7.93
spin lifetime with screened attraction: 3.51 ns
local speed exponent with screened attraction: -0.603
rate factor if a uses the reduced mass: 2.19
```
